# Counting Weyl Points under Time Reversal and Inversion: a program that tests the result

```python
"""Weyl points under time reversal and inversion.

Result under test: the charges C of all touching points between bands n and n+1
sum to zero over the Brillouin zone; time reversal gives C(-k) = C(k), so unit
charges come in multiples of four when none sits at a time-reversal-invariant
momentum (TRIM); inversion gives C(-k) = -C(k), so they come in opposite pairs.

Symbols: k wavevector (1/a), energies in the hopping t, C = outward Berry flux
of the lowest n bands / (2 pi), J = velocity matrix of the node, d_a = J_ai q_i,
Omega = Berry curvature vector, tau = orbital and sigma = spin Pauli matrices.
"""
import itertools
import numpy as np

PAULI = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)
MASS, AX, AY, AZ = 3.4, 1.0, 2.0, 1.0


def ts(a, b):
    """Matrix tau_a sigma_b."""
    return np.kron(PAULI[a], PAULI[b])


def assemble(terms):
    return sum(np.asarray(c)[..., None, None] * mat for c, mat in terms)


def mass_term(k):
    c = np.cos(k)
    return MASS - AX * c[..., 0] - AY * c[..., 1] - AZ * c[..., 2]


def four_band(eta=0.0, g=0.0, bx=0.0, bz=0.0):
    """eta, g: even under time reversal, odd under inversion; bx, bz: the reverse."""
    def ham(k):
        k = np.asarray(k, dtype=float)
        sx, sy, sz = np.moveaxis(np.sin(k), -1, 0)
        one = np.ones_like(sx)
        return assemble([
            (mass_term(k), ts(3, 0)), (sx, ts(1, 1)), (sy, ts(1, 2)),
            (sz, ts(1, 3)), (eta * one, ts(2, 3)),
            (g * sx, ts(0, 1)), (g * sz, ts(3, 2)), (g * sz, ts(0, 3)),
            (bx * one, ts(0, 1)), (bz * one, ts(0, 3))])
    return ham


def kramers_weyl(k):
    """Two-band spinful model, odd in k, with nodes at all eight TRIMs."""
    k = np.asarray(k, dtype=float)
    s, c = np.sin(k), np.cos(k)
    a = (1 + c[..., 0]) * (1 + c[..., 1]) / 4
    return assemble([(s[..., 0], PAULI[1]), (s[..., 1], PAULI[2]),
                     (s[..., 2] + a * np.sin(2 * k[..., 2]), PAULI[3])])


def refine(ham, k, n):
    """Newton search for a closing of the gap n|n+1; returns k and det J."""
    h = 1e-5
    for _ in range(40):
        e, v = np.linalg.eigh(ham(k))
        gap, w = e[n] - e[n - 1], v[:, n - 1:n + 1]
        dham = (ham(k + h * np.eye(3)) - ham(k - h * np.eye(3))) / (2 * h)
        proj = w.conj().T @ dham @ w
        jac = 0.5 * np.einsum('aij,mji->am', PAULI[1:], proj).real
        if gap < 1e-10:
            return (k + np.pi) % (2 * np.pi) - np.pi, np.linalg.det(jac)
        step = np.linalg.lstsq(jac, np.array([0, 0, gap / 2]), rcond=1e-8)[0]
        k = k + step * min(1.0, 0.3 / max(np.linalg.norm(step), 1e-14))
    return None


def same_k(k1, k2, tol=1e-5):
    return np.max(np.abs(np.exp(1j * k1) - np.exp(1j * k2))) < tol


def mesh_flux(ham, kmesh, n):
    """Berry flux / (2 pi) of the lowest n bands through a meshed surface."""
    u = np.linalg.eigh(ham(kmesh))[1][..., :n]

    def link(a, b):
        return np.linalg.det(np.swapaxes(a.conj(), -1, -2) @ b)
    l1, l2 = link(u[:-1], u[1:]), link(u[:, :-1], u[:, 1:])
    loop = l1[:, :-1] * l2[1:] * l1[:, 1:].conj() * l2[:-1].conj()
    return -np.angle(loop).sum() / (2 * np.pi)


def sphere_charge(ham, k0, n, radius=0.03):
    th, ph = np.meshgrid(np.linspace(0, np.pi, 25),
                         np.linspace(0, 2 * np.pi, 49), indexing='ij')
    normal = np.stack([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                       np.cos(th)], axis=-1)
    return mesh_flux(ham, k0 + radius * normal, n)


def find_nodes(ham, n, size=32):
    """All gap closings, seeded by small gaps only; charge from sphere flux."""
    axis = -np.pi + 2 * np.pi * np.arange(size) / size
    grid = np.stack(np.meshgrid(axis + 0.07, axis + 0.05, axis + 0.03,
                                indexing='ij'), axis=-1)
    e = np.linalg.eigvalsh(ham(grid))
    gap = e[..., n] - e[..., n - 1]
    lowest = np.ones(gap.shape, dtype=bool)
    for ax, shift in itertools.product(range(3), (1, -1)):
        lowest &= gap <= np.roll(gap, shift, axis=ax)
    nodes = []
    for seed in grid[lowest | (gap < 0.3)]:
        hit = refine(ham, seed, n)
        if hit is None or any(same_k(hit[0], q[0]) for q in nodes):
            continue
        k0, det = hit
        flux = sphere_charge(ham, k0, n)
        assert abs(det) > 1e-3 and abs(flux - np.sign(det)) < 1e-6
        nodes.append((k0, int(round(flux)), det))
    return sorted(nodes, key=lambda q: (-q[1], -q[0][2], -q[0][0]))


def curvature(ham, k, n, h=1e-4):
    def projector(q):
        v = np.linalg.eigh(ham(q))[1][:, :n]
        return v @ v.conj().T
    p = projector(k)
    d = [(projector(k + h * e) - projector(k - h * e)) / (2 * h) for e in np.eye(3)]
    return np.array([(1j * np.trace(p @ (d[i] @ d[j] - d[j] @ d[i]))).real
                     for i, j in ((1, 2), (2, 0), (0, 1))])


def partner_charge(nodes, k0):
    found = [c for k, c, _ in nodes if same_k(k, -k0)]
    return found[0] if len(found) == 1 else None


def symmetries(ham, k):
    """Does the model obey time reversal (i sigma_y K) and inversion (tau_z)?"""
    u, p = 1j * ts(0, 2), ts(3, 0)
    return (np.allclose(u @ ham(k).conj() @ u.conj().T, ham(-k)),
            np.allclose(p @ ham(k) @ p, ham(-k)))


def show(title, nodes):
    print(f"{title}: {len(nodes)} nodes, total charge {sum(q[1] for q in nodes)}")
    for k, c, det in nodes:
        kx, ky, kz = k + 0.0
        print(f"  k = ({kx:8.4f},{ky:8.4f},{kz:8.4f}) 1/a, C = {c:+d}, det J = {det:+.4f} (t a)^3")


ETA, G, BX, BZ = 0.8, 0.1, 0.15, 0.9
models = {
    "both symmetries": four_band(),
    "time reversal, simple": four_band(eta=ETA),
    "time reversal only": four_band(eta=ETA, g=G),
    "inversion only": four_band(bx=BX, bz=BZ),
    "neither symmetry": four_band(g=G, bx=BX, bz=BZ)}
expected_symmetry = [(True, True), (True, False), (True, False),
                     (False, True), (False, False)]
k_test = np.array([0.7, 0.9, 0.5])
print(f"mass m = {MASS} t, ax = {AX} t, ay = {AY} t, az = {AZ} t")
print(f"eta = {ETA} t, g = {G} t, bx = {BX} t, bz = {BZ} t")

nodes = {}
for (name, ham), sym in zip(models.items(), expected_symmetry):
    assert symmetries(ham, k_test) == sym
    nodes[name] = find_nodes(ham, 2)
    assert sum(q[1] for q in nodes[name]) == 0
    show(name, nodes[name])
assert [len(v) for v in nodes.values()] == [0, 4, 4, 2, 2]

# Partner at -k: equal charge under time reversal, opposite under inversion.
for name in ("time reversal, simple", "time reversal only"):
    assert all(partner_charge(nodes[name], k) == c for k, c, _ in nodes[name])
assert all(partner_charge(nodes["inversion only"], k) == -c
           for k, c, _ in nodes["inversion only"])
assert all(partner_charge(nodes["neither symmetry"], k) is None
           for k, c, _ in nodes["neither symmetry"])

# Closed-form spectrum and node position of the simple time-reversal model.
s = np.sin(k_test)
s_perp = np.hypot(s[0], s[1])
branches = [np.sqrt(mass_term(k_test)**2 + s[2]**2 + (s_perp + r * ETA)**2)
            for r in (1, -1)]
formula = np.sort(np.concatenate([branches, np.negative(branches)]))
assert np.allclose(formula, np.linalg.eigvalsh(models["time reversal, simple"](k_test)))
q = MASS - AZ
cos_y = (4 * q - np.sqrt(16 * q**2 - 20 * (q**2 - 2 + ETA**2))) / 10
cos_x = q - 2 * cos_y
k_formula = np.array([np.arccos(cos_x), np.arccos(cos_y), 0.0])
for k, _, _ in nodes["time reversal, simple"]:
    assert np.allclose(np.abs(k), k_formula, atol=1e-7)
print(f"quadratic equation: cos kx = {cos_x:.5f}, cos ky = {cos_y:.5f}")
print(f"  |kx| = {k_formula[0]:.4f} 1/a, |ky| = {k_formula[1]:.4f} 1/a")

# The g term removes every mirror and twofold axis along x, y, z; only k -> -k stays.
ham_t = models["time reversal only"]
e_ref = np.linalg.eigvalsh(ham_t(k_test))
changes = []
for signs in itertools.product((1, -1), repeat=3):
    change = np.max(np.abs(np.linalg.eigvalsh(ham_t(k_test * np.array(signs))) - e_ref))
    if abs(sum(signs)) == 3:
        assert change < 1e-12
    else:
        changes.append(change)
assert min(changes) > 1e-4
print(f"smallest level change under a mirror or twofold axis: {min(changes):.5f} t")

# Curvature at k and -k, and its divergence away from the nodes.
print(f"curvature Omega (a^2) at k = {k_test} 1/a and at -k:")
for name, sign in (("time reversal only", -1), ("inversion only", 1)):
    plus, minus = (curvature(models[name], r * k_test, 2) for r in (1, -1))
    assert np.linalg.norm(plus) > 1e-2 and np.allclose(minus, sign * plus, atol=1e-6)
    print(f"  {name}: {np.round(plus, 4)} and {np.round(minus, 4)}")
assert np.linalg.norm(curvature(models["both symmetries"], k_test, 2)) < 1e-6
ham_0 = models["neither symmetry"]
o_plus, o_minus = (curvature(ham_0, r * k_test, 2) for r in (1, -1))
assert min(np.linalg.norm(o_plus - o_minus), np.linalg.norm(o_plus + o_minus)) > 1e-4
step = 1e-3
parts = np.array([(curvature(ham_0, k_test + step * e, 2)
                   - curvature(ham_0, k_test - step * e, 2))[i] / (2 * step)
                  for i, e in enumerate(np.eye(3))])
assert np.max(np.abs(parts)) > 1e-2 and abs(parts.sum()) < 1e-4
print(f"divergence terms, neither symmetry: {np.round(parts, 4)} a^3")
print(f"  |sum| below 1e-4 a^3: {abs(parts.sum()) < 1e-4}")

# Slice Chern numbers on the two sides of the node with kz > 0.
line = np.linspace(-np.pi, np.pi, 61)
gx, gy = np.meshgrid(line, line, indexing='ij')
ham_p = models["inversion only"]
chern = [mesh_flux(ham_p, np.stack([gx, gy, np.full_like(gx, kz)], axis=-1), 2)
         for kz in (0.0, np.pi)]
upper = [c for k, c, _ in nodes["inversion only"] if k[2] > 0]
assert len(upper) == 1 and abs(chern[1] - chern[0] - upper[0]) < 1e-6
print(f"inversion only, slice Chern number: kz = 0: {round(chern[0]):d}, "
      f"kz = pi/a: {round(chern[1]):d}")
print(f"  charge of the node between them: {upper[0]:+d}")

# Nodes at TRIMs spoil the count of generic nodes, but not the zero total.
assert np.allclose(PAULI[2] @ kramers_weyl(k_test).conj() @ PAULI[2],
                   kramers_weyl(-k_test))
kw = find_nodes(kramers_weyl, 1)
trim = [q for q in kw if np.max(np.abs(np.sin(q[0]))) < 1e-6]
generic = [q for q in kw if np.max(np.abs(np.sin(q[0]))) >= 1e-6]
assert len(trim) == 8 and len(generic) == 2 and sum(q[1] for q in kw) == 0
assert all(partner_charge(generic, k) == c for k, c, _ in generic)
print(f"Kramers-Weyl model: {len(trim)} TRIM nodes, charge sum {sum(q[1] for q in trim):+d}")
show("  its generic part", generic)
print("ALL CHECKS PASSED")
```

Output:

```
mass m = 3.4 t, ax = 1.0 t, ay = 2.0 t, az = 1.0 t
eta = 0.8 t, g = 0.1 t, bx = 0.15 t, bz = 0.9 t
both symmetries: 0 nodes, total charge 0
time reversal, simple: 4 nodes, total charge 0
  k = (  0.4780, -0.7136,  0.0000) 1/a, C = +1, det J = +0.3838 (t a)^3
  k = ( -0.4780,  0.7136,  0.0000) 1/a, C = +1, det J = +0.3838 (t a)^3
  k = (  0.4780,  0.7136,  0.0000) 1/a, C = -1, det J = -0.3838 (t a)^3
  k = ( -0.4780, -0.7136,  0.0000) 1/a, C = -1, det J = -0.3838 (t a)^3
time reversal only: 4 nodes, total charge 0
  k = (  0.4223, -0.7578,  0.0000) 1/a, C = +1, det J = +0.4138 (t a)^3
  k = ( -0.4223,  0.7578,  0.0000) 1/a, C = +1, det J = +0.4138 (t a)^3
  k = (  0.5449,  0.6564,  0.0000) 1/a, C = -1, det J = -0.3447 (t a)^3
  k = ( -0.5449, -0.6564,  0.0000) 1/a, C = -1, det J = -0.3447 (t a)^3
inversion only: 2 nodes, total charge 0
  k = ( -0.1505,  0.0000, -1.1190) 1/a, C = +1, det J = +0.4069 (t a)^3
  k = (  0.1505,  0.0000,  1.1190) 1/a, C = -1, det J = -0.4069 (t a)^3
neither symmetry: 2 nodes, total charge 0
  k = ( -0.1341,  0.0000, -0.9315) 1/a, C = +1, det J = +0.4919 (t a)^3
  k = (  0.1641,  0.0000,  1.3707) 1/a, C = -1, det J = -0.3346 (t a)^3
quadratic equation: cos kx = 0.88792, cos ky = 0.75604
  |kx| = 0.4780 1/a, |ky| = 0.7136 1/a
smallest level change under a mirror or twofold axis: 0.06248 t
curvature Omega (a^2) at k = [0.7 0.9 0.5] 1/a and at -k:
  time reversal only: [-0.0154 -0.0574 -0.2157] and [0.0154 0.0574 0.2157]
  inversion only: [-0.0864 -0.301   0.4698] and [-0.0864 -0.301   0.4698]
divergence terms, neither symmetry: [-0.0982  0.048   0.0503] a^3
  |sum| below 1e-4 a^3: True
inversion only, slice Chern number: kz = 0: 1, kz = pi/a: 0
  charge of the node between them: -1
Kramers-Weyl model: 8 TRIM nodes, charge sum +2
  its generic part: 2 nodes, total charge -2
  k = (  0.0000,  0.0000,  2.0944) 1/a, C = -1, det J = -1.5000 (t a)^3
  k = (  0.0000,  0.0000, -2.0944) 1/a, C = -1, det J = -1.5000 (t a)^3
ALL CHECKS PASSED
```
